**Perfect transmission through two matched levels**

Two degenerate levels in series, each with its own identical wide-band contact, transmit perfectly at the level energy when $|t|=\Gamma/2$. Here $t$ is the intersite coupling and $\Gamma$ is the full width that one contact gives to one level. The program matches scattering waves on a lattice with explicit leads and asserts the optimum, its independence of the phase of $t$, the line shape, the split peaks, and the effects of unequal levels and loss. The search finds $t/\Gamma=0.50000$ with transmission 1.000000. A separate effective-mass calculation treats a complete GaAs/AlGaAs triple barrier with rough typical parameters. It asserts that the peak, the width and the peak for a thicker central barrier agree with the two-level model within stated tolerances. The output gives $\Gamma=4.44$ meV, $t=2.22$ meV and a central barrier of 4.10 nm, with a device width of 6.26 meV against 6.28 meV from the model. The remaining lines estimate how layer errors, bias, beam spread, scattering, charge and band shape affect the ideal result.

## Program and output

```python
# Result under test: two degenerate levels in series, each broadened by its own
# identical wide-band contact (self-energy -i*Gamma/2), transmit perfectly at
# the level energy if and only if the intersite coupling is |t| = Gamma/2.
# Gamma: full width given to one level by one contact; x: electron energy
# minus level energy; delta: difference of the two level energies;
# loss: extra full width of each level caused by scattering.
# Device part: energies in eV, lengths in nm, effective masses in units of m_e.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar


def transmission_formula(x, t, gamma):
    a = gamma**2 * abs(t)**2
    return a / (a + (abs(t)**2 - x**2 - gamma**2 / 4)**2)


# ---- Test 1: wave matching on a lattice with explicit semi-infinite leads ----
J = 1.0              # lead hopping (lead band: E = -2 J cos k)
v = 0.05             # coupling of each level to the end of its lead
gam = 2 * v**2 / J   # golden-rule width at the band centre


def lattice_transmission(energy, t, level1=0.0, level2=0.0):
    k = np.arccos(-energy / (2 * J))
    out = energy + J * np.exp(1j * k)
    inc = energy + J * np.exp(-1j * k)
    # unknowns: reflected amplitude, level 1, level 2, transmitted amplitude
    matrix = np.array([[out, -v, 0, 0],
                       [-v, energy - level1, -t, 0],
                       [0, -np.conj(t), energy - level2, -v],
                       [0, 0, -v, out]], dtype=complex)
    source = np.array([-inc, v, 0, 0], dtype=complex)
    return abs(np.linalg.solve(matrix, source)[3])**2


best = minimize_scalar(lambda t: -lattice_transmission(0.0, t),
                       bounds=(0.1 * gam, 3 * gam), method="bounded",
                       options={"xatol": 1e-11})
assert abs(best.x / (gam / 2) - 1) < 1e-5
assert abs(-best.fun - 1) < 1e-9
# the phase of the coupling does not matter
assert abs(lattice_transmission(0.0, gam / 2 * np.exp(0.7j)) - 1) < 1e-9
# general formula, with both levels moved away from the electron energy
for ratio in (0.2, 0.5, 1.3):
    for offset in (0.0, 0.4, 1.1):
        direct = lattice_transmission(0.0, ratio * gam, -offset * gam,
                                      -offset * gam)
        assert abs(direct - transmission_formula(offset, ratio, 1.0)) < 1e-9
# perfect transmission for displaced levels needs t^2 = x^2 + Gamma^2/4
x_off = 0.8 * gam
assert abs(lattice_transmission(0.0, np.sqrt(x_off**2 + gam**2 / 4),
                                -x_off, -x_off) - 1) < 1e-9
# flat-top line; the finite lead band changes it by order Gamma/J
for x in np.linspace(-2, 2, 21) * gam:
    flat = 1 / (1 + 4 * (x / gam)**4)
    assert abs(lattice_transmission(x, gam / 2) - flat) < 3e-3
# positions of the split peaks for t = Gamma
scan = np.linspace(0, 2, 4001)
values = [lattice_transmission(0.0, gam, -s * gam, -s * gam) for s in scan]
split_position = scan[int(np.argmax(values))]
assert abs(split_position - np.sqrt(1 - 0.25)) < 1e-3


# ---- Test 2: unequal levels and scattering loss at critical coupling ----
def detuned_mid(ratio):
    return 1 / (1 + ratio**2 / 2)**2


def detuned_best(ratio):
    return 1 / (1 + ratio**2)


def coherent_with_loss(ratio):
    return 4 / (1 + (1 + ratio)**2)**2


for ratio in (0.3, 0.8, 2.0):
    d = ratio * gam
    mid = lattice_transmission(0.0, gam / 2, d / 2, -d / 2)
    assert abs(mid - detuned_mid(ratio)) < 1e-9
    curve = [lattice_transmission(0.0, gam / 2, -s * gam + d / 2,
                                  -s * gam - d / 2) for s in scan]
    assert abs(max(curve) - detuned_best(ratio)) < 1e-5
    assert abs(scan[int(np.argmax(curve))] - ratio / 2) < 2e-3
    lossy = lattice_transmission(0.0, gam / 2, -0.5j * d, -0.5j * d)
    assert abs(lossy - coherent_with_loss(ratio)) < 1e-9

# ---- Device: GaAs/AlGaAs triple barrier, rough typical parameters ----
kinetic = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # eV nm^2
m_well, m_barrier = 0.067, 0.092
barrier_height = 0.25
well, outer = 6.0, 2.0
monolayer = 0.283


def layer_transmission(energy, layers):
    """Effective-mass transmission; layers = list of (width, is_barrier)."""
    a, b = np.ones_like(energy), np.zeros_like(energy)
    c, d = np.zeros_like(energy), np.ones_like(energy)
    for width, is_barrier in layers:
        if is_barrier:
            kap = np.sqrt(m_barrier * (barrier_height - energy) / kinetic)
            diag = np.cosh(kap * width)
            up = m_barrier / kap * np.sinh(kap * width)
            low = kap / m_barrier * np.sinh(kap * width)
        else:
            k = np.sqrt(m_well * energy / kinetic)
            diag = np.cos(k * width)
            up = m_well / k * np.sin(k * width)
            low = -k / m_well * np.sin(k * width)
        a, b, c, d = (diag * a + up * c, diag * b + up * d,
                      low * a + diag * c, low * b + diag * d)
    q = np.sqrt(m_well * energy / kinetic) / m_well
    return 4 / ((a + d)**2 + (c / q - q * b)**2)


def closed_level(width, centre=None, odd=False):
    """Lowest level of a closed single well, or of a closed double well."""
    def mismatch(energy):
        k = np.sqrt(m_well * energy / kinetic)
        kap = np.sqrt(m_barrier * (barrier_height - energy) / kinetic)
        p = kap / m_barrier * m_well / k
        inner = p
        if centre is not None:
            th = np.tanh(kap * centre / 2)
            inner = p / th if odd else p * th
        return k * width - np.arctan(p) - np.arctan(inner)
    return brentq(mismatch, 1e-6, barrier_height - 1e-6, xtol=1e-14)


def well_coupling(centre):
    return (closed_level(well, centre, True) - closed_level(well, centre)) / 2


def triple(centre):
    return [(outer, True), (well, False), (centre, True),
            (well, False), (outer, True)]


grid = np.arange(0.030, 0.110, 1e-5)


def peak_width_centre(curve):
    above = grid[curve > curve.max() / 2]
    return curve.max(), above[-1] - above[0], (above[-1] + above[0]) / 2


double_curve = layer_transmission(grid, [(outer, True), (well, False),
                                         (outer, True)])
double_peak, double_width, double_centre = peak_width_centre(double_curve)
Gamma = double_width / 2          # two contacts on one level: full width 2 Gamma
centre_barrier = brentq(lambda b: well_coupling(b) - Gamma / 2, 1.5, 9.0)
t_device = well_coupling(centre_barrier)
triple_curve = layer_transmission(grid, triple(centre_barrier))
peak, width, resonance = peak_width_centre(triple_curve)
mid_value = layer_transmission(np.array([resonance]), triple(centre_barrier))[0]
# The two-level model omits the energy dependence of Gamma and corrections of
# the order of one barrier's transmission; the tolerances allow for these.
assert peak > 0.97 and mid_value > 0.97
assert abs(width / (np.sqrt(2) * Gamma) - 1) < 0.15
thick_extra = 1.5
t_thick = well_coupling(centre_barrier + thick_extra)
thick_model = transmission_formula(0.0, t_thick, Gamma)
thick_peak = layer_transmission(grid, triple(centre_barrier + thick_extra)).max()
assert abs(thick_peak - thick_model) < 0.08

# ---- Sizes of neglected effects ----
t_half_layer = well_coupling(centre_barrier + monolayer / 2)
T_half_layer = transmission_formula(0.0, t_half_layer, Gamma)
level = closed_level(well)
delta_layer = level - closed_level(well + monolayer)
bias = 0.005
delta_bias = bias * (well + centre_barrier) / (2 * well + 2 * outer
                                               + centre_barrier)
beam = 0.020
in_beam = abs(grid - resonance) <= beam / 2
beam_average = triple_curve[in_beam].mean()
scatter_time = 0.2e-12
loss = const.hbar / scatter_time / const.e
doping = 1e17                     # contact electron density, cm^-3
fermi = kinetic / m_well * (3 * np.pi**2 * doping * 1e-21)**(2 / 3)


def local_density(energy):
    z = energy - level + 0.5j * Gamma
    return -(z / (z**2 - t_device**2)).imag / np.pi


plane_density = m_well / (2 * np.pi * kinetic)    # with spin, per eV nm^2
sheet = plane_density * quad(lambda e: (fermi - e) * local_density(e),
                             0, fermi)[0]
permittivity = 12.9
hartree = (const.e / const.epsilon_0 * 1e9 * sheet * (well + centre_barrier)
           / permittivity)
gap = 1.52
nonparabolic = (1 - m_well)**2 / gap * level**2

# ---- Printed numbers ----
print("LATTICE TEST (dimensionless)")
print(f"best t / Gamma from wave matching: {best.x / gam:.5f}")
print(f"transmission there: {-best.fun:.6f}")
for s in (0.5, 1.0, 2.0):
    print(f"T(0) for 2t/Gamma = {s:.1f}: "
          f"{lattice_transmission(0.0, s * gam / 2):.4f}")
print(f"split peak x/Gamma for t = Gamma: {split_position:.3f}")
print("DEVICE INPUTS (rough typical values)")
print(f"well width: {well:.1f} nm")
print(f"outer barrier width: {outer:.1f} nm")
print(f"barrier height: {barrier_height:.2f} eV")
print(f"mass in well: {m_well:.3f} m_e")
print(f"mass in barrier: {m_barrier:.3f} m_e")
print("DEVICE RESULTS")
print(f"closed single-well level: {level * 1e3:.1f} meV")
print(f"double-barrier full width 2 Gamma: {double_width * 1e3:.2f} meV")
print(f"Gamma: {Gamma * 1e3:.2f} meV")
print(f"required coupling t: {t_device * 1e3:.2f} meV")
print(f"required coupling t: {t_device * const.e / const.physical_constants['Hartree energy'][0]:.3e} hartree")
print(f"central barrier width: {centre_barrier:.2f} nm")
print(f"open-device resonance centre: {resonance * 1e3:.1f} meV")
print(f"open-device peak transmission: {peak:.4f}")
print(f"open-device transmission at centre: {mid_value:.4f}")
print(f"open-device full width: {width * 1e3:.2f} meV")
print(f"model width sqrt(2) Gamma: {np.sqrt(2) * Gamma * 1e3:.2f} meV")
print(f"extra central barrier in contrast case: {thick_extra:.1f} nm")
print(f"coupling in contrast case: {t_thick * 1e3:.2f} meV")
print(f"contrast peak, open device: {thick_peak:.3f}")
print(f"contrast peak, two-level model: {thick_model:.3f}")
print("NEGLECTED EFFECTS")
print(f"one monolayer: {monolayer:.3f} nm")
print(f"T, central barrier half a monolayer thicker: {T_half_layer:.4f}")
print(f"level difference, one well a monolayer wider: {delta_layer * 1e3:.2f} meV")
print(f"T midway for that difference: {detuned_mid(delta_layer / Gamma):.3f}")
print(f"best T for that difference: {detuned_best(delta_layer / Gamma):.3f}")
print(f"residual bias: {bias * 1e3:.1f} mV")
print(f"level difference from bias: {delta_bias * 1e3:.2f} meV")
print(f"T midway under bias: {detuned_mid(delta_bias / Gamma):.3f}")
print(f"injected beam, full box width: {beam * 1e3:.0f} meV")
print(f"beam-averaged transmission: {beam_average:.3f}")
print(f"pessimistic scattering time: {scatter_time * 1e12:.1f} ps")
print(f"loss width hbar/time: {loss * 1e3:.2f} meV")
print(f"coherent T with that loss: {coherent_with_loss(loss / Gamma):.3f}")
print(f"contact electron density: {doping:.0e} cm^-3")
print(f"contact Fermi energy (cold): {fermi * 1e3:.1f} meV")
print(f"electrons per well: {sheet * 1e14:.2e} cm^-2")
print(f"relative permittivity: {permittivity:.1f}")
print(f"charging shift scale: {hartree * 1e3:.3f} meV")
print(f"band gap used for nonparabolicity: {gap:.2f} eV")
print(f"nonparabolic level shift scale: {nonparabolic * 1e3:.1f} meV")
print("no test failed")
```

Output:

```
LATTICE TEST (dimensionless)
best t / Gamma from wave matching: 0.50000
transmission there: 1.000000
T(0) for 2t/Gamma = 0.5: 0.6400
T(0) for 2t/Gamma = 1.0: 1.0000
T(0) for 2t/Gamma = 2.0: 0.6400
split peak x/Gamma for t = Gamma: 0.866
DEVICE INPUTS (rough typical values)
well width: 6.0 nm
outer barrier width: 2.0 nm
barrier height: 0.25 eV
mass in well: 0.067 m_e
mass in barrier: 0.092 m_e
DEVICE RESULTS
closed single-well level: 61.1 meV
double-barrier full width 2 Gamma: 8.88 meV
Gamma: 4.44 meV
required coupling t: 2.22 meV
required coupling t: 8.158e-05 hartree
central barrier width: 4.10 nm
open-device resonance centre: 60.3 meV
open-device peak transmission: 1.0000
open-device transmission at centre: 1.0000
open-device full width: 6.26 meV
model width sqrt(2) Gamma: 6.28 meV
extra central barrier in contrast case: 1.5 nm
coupling in contrast case: 0.81 meV
contrast peak, open device: 0.409
contrast peak, two-level model: 0.412
NEGLECTED EFFECTS
one monolayer: 0.283 nm
T, central barrier half a monolayer thicker: 0.9909
level difference, one well a monolayer wider: 3.41 meV
T midway for that difference: 0.597
best T for that difference: 0.629
residual bias: 5.0 mV
level difference from bias: 2.51 meV
T midway under bias: 0.743
injected beam, full box width: 20 meV
beam-averaged transmission: 0.346
pessimistic scattering time: 0.2 ps
loss width hbar/time: 3.29 meV
coherent T with that loss: 0.246
contact electron density: 1e+17 cm^-3
contact Fermi energy (cold): 11.7 meV
electrons per well: 4.20e+08 cm^-2
relative permittivity: 12.9
charging shift scale: 0.060 meV
band gap used for nonparabolicity: 1.52 eV
nonparabolic level shift scale: 2.1 meV
no test failed
```
